# Counting Closed-System Levels from the Signs of Block Pivots

A closed system of independent electrons has a finite Hermitian Hamiltonian \(H\) with levels \(\varepsilon_1\le\varepsilon_2\le\dots\le\varepsilon_n\), degenerate levels being repeated. The basis is orthonormal and ordered in slices \(1,\dots,N\), slice \(k\) holding \(M_k\) states, and only neighbouring slices couple. For a real energy \(E\) let \(A=E-H\), where \(E\) stands for \(E\) times the unit matrix. The blocks of \(A\) are

\[
A_{kk}=E-H_{kk},\qquad A_{k,k-1}=-H_{k,k-1},\qquad A_{k-1,k}=A_{k,k-1}^\dagger .
\]

The inertia of a Hermitian matrix is the triple \((n_+,n_-,n_0)\): the numbers of its positive, negative and zero eigenvalues, with multiplicity. The problem is to find how many levels lie below and above \(E\) without computing any of them.

## (a) Levels as signs, and Sylvester's law

**Express the level counts through the inertia of \(A\). Then show that \(X^\dagger AX\) has the same inertia as \(A\) for every invertible \(X\).**

**Solution.** If \(Hu_i=\varepsilon_iu_i\), then \(Au_i=(E-\varepsilon_i)u_i\). The eigenvectors \(u_i\) form a complete basis, so these are all the eigenvalues of \(A\), and

\[
n_+(A)=\#(\varepsilon_i<E),\qquad n_-(A)=\#(\varepsilon_i>E),
\]

while \(n_0(A)\) is the multiplicity of \(E\) as a level. A positive sign belongs to a level *below* \(E\), because \(H\) enters \(A\) with a minus sign.

Now let \(B=X^\dagger AX\). The eigenvalues of \(B\) generally differ from those of \(A\), but their signs can be compared by counting dimensions. Let \(V\) be spanned by the eigenvectors of \(A\) with positive eigenvalues. Its dimension is \(n_+(A)\), and \(v^\dagger Av>0\) for every nonzero \(v\) in \(V\). Let \(W\) be spanned by the eigenvectors of \(B\) with eigenvalues that are negative or zero. Its dimension is \(n-n_+(B)\), and for \(w\) in \(W\)

\[
(Xw)^\dagger A(Xw)=w^\dagger Bw\le 0 .
\]

Since \(X\) is invertible, the vectors \(Xw\) fill a space \(XW\) of the same dimension as \(W\). No nonzero vector can lie in both \(V\) and \(XW\), because the form would have to be both positive and non-positive on it. Two subspaces that share only the zero vector have dimensions adding to at most \(n\):

\[
n_+(A)+n-n_+(B)\le n\quad\Longrightarrow\quad n_+(A)\le n_+(B).
\]

Because \(A=(X^{-1})^\dagger BX^{-1}\), the roles can be exchanged, which gives \(n_+(B)\le n_+(A)\). Hence the two are equal. The same argument for \(-A\) and \(-B\) gives \(n_-(A)=n_-(B)\), and \(n_0\) is what remains of \(n\). This is Sylvester's inertia law.

## (b) Eliminating one block

**Let \(P\) and \(C\) be Hermitian and \(P\) invertible. Bring the matrix with diagonal blocks \(P,C\) and lower off-diagonal block \(B\) to block-diagonal form by a congruence, and read off its inertia.**

**Solution.** Define

\[
Q=C-BP^{-1}B^\dagger,\qquad
L=\begin{pmatrix}1&0\\ BP^{-1}&1\end{pmatrix}.
\]

As \(P^{-1}\) is Hermitian, \((BP^{-1})^\dagger=P^{-1}B^\dagger\). Multiplying from the right first,

\[
\begin{pmatrix}P&0\\0&Q\end{pmatrix}L^\dagger
=\begin{pmatrix}P&0\\0&Q\end{pmatrix}\begin{pmatrix}1&P^{-1}B^\dagger\\0&1\end{pmatrix}
=\begin{pmatrix}P&B^\dagger\\0&Q\end{pmatrix},
\]

and then from the left,

\[
L\begin{pmatrix}P&B^\dagger\\0&Q\end{pmatrix}
=\begin{pmatrix}P&B^\dagger\\ B&BP^{-1}B^\dagger+Q\end{pmatrix}
=\begin{pmatrix}P&B^\dagger\\ B&C\end{pmatrix}.
\]

The determinant of \(L\) is 1, so \(L\) is invertible and Sylvester's law applies with \(X=L^\dagger\). The eigenvalues of a block-diagonal matrix are those of its blocks together. The inertia of the full matrix is therefore the sum of the inertias of \(P\) and \(Q\).

## (c) All slices

**Repeat the elimination along the chain of slices and derive the counting rule, with its condition.**

**Solution.** Eliminating slice 1 changes only block \((2,2)\), since slice 1 couples to nothing else. Eliminating slice 2 then changes only block \((3,3)\), and so on. The successive pivots are

\[
D_1=A_{11},\qquad D_k=A_{kk}-A_{k,k-1}D_{k-1}^{-1}A_{k-1,k}.
\]

Let \(L\) have unit diagonal blocks, the blocks \(L_{k,k-1}=A_{k,k-1}D_{k-1}^{-1}\) below them, and zeros elsewhere. With \(D=\mathrm{diag}(D_1,\dots,D_N)\), the product \(LDL^\dagger\) has the blocks

\[
(LDL^\dagger)_{k,k-1}=L_{k,k-1}D_{k-1}=A_{k,k-1},
\]
\[
(LDL^\dagger)_{kk}=D_k+L_{k,k-1}D_{k-1}L_{k,k-1}^\dagger
=D_k+A_{k,k-1}D_{k-1}^{-1}A_{k-1,k}=A_{kk},
\]

the second term being absent for \(k=1\). Blocks further from the diagonal vanish, because rows \(k\) and \(j\) of \(L\) have no common nonzero column when \(|k-j|>1\). So \(A=LDL^\dagger\) with \(L\) invertible, and parts (a) and (b) give

\[
\boxed{\;\#(\varepsilon_i<E)=\sum_{k=1}^N n_+(D_k),\qquad
\#(\varepsilon_i>E)=\sum_{k=1}^N n_-(D_k)\;}
\]

The condition is that \(D_1,\dots,D_{N-1}\) are invertible. The last pivot is never inverted and may be singular; \(n_0(D_N)\) is then the multiplicity of \(E\) as a level.

For slices of equal size \(M\), each pivot costs of order \(M^3\) operations, so one energy costs of order \(NM^3\). A dense diagonalization of \(H\) costs of order \(N^3M^3\).

## (d) What a single pivot means

**Interpret the running sums and the inverse pivots. When does \(D_k\) count the levels of slice \(k\) itself?**

**Solution.** The first \(k\) pivots do not depend on later slices. They are the complete set of pivots of the truncated system made of slices \(1,\dots,k\). If \(\nu_k(E)\) is the number of levels of that system below \(E\), part (c) gives

\[
\nu_k=\sum_{j=1}^k n_+(D_j),\qquad n_+(D_k)=\nu_k-\nu_{k-1}.
\]

A pivot thus counts the *change* in the number of levels below \(E\) when its slice is attached. This change lies between 0 and \(M_k\), whatever the strength of the coupling.

Taking determinants of the factorization, with \(\det L=1\), gives \(\det A_{\le k}=\prod_{j\le k}\det D_j\), where \(A_{\le k}\) is the part of \(A\) on slices \(1,\dots,k\). The condition in (c) therefore says that \(E\) is not a level of any truncated system with \(k<N\).

For the inverse, restrict \(L\) and \(D\) to the first \(k\) slices, so that \(A_{\le k}^{-1}=(L^{-1})^\dagger D^{-1}L^{-1}\). The matrix \(L^{-1}\) is lower triangular with unit diagonal blocks, so its last block column contains only the unit block in row \(k\). Hence

\[
\left(A_{\le k}^{-1}\right)_{kk}=D_k^{-1}.
\]

This is the Green's function at the right end of the truncated system, the quantity passed from slice to slice in recursive transport calculations. In a closed system at real energy, the signs of one such block give the change in the level count when its slice is attached, and their sum over all slices gives the count itself.

Two limits are instructive. If the slices are uncoupled, \(D_k=E-H_{kk}\), and each pivot does count the levels of its own slice. If every slice has one state, \(D_k=p_k/p_{k-1}\) with \(p_k=\det A_{\le k}\) and \(p_0=1\). Provided no \(p_k\) vanishes, the number of levels below \(E\) is then the number of sign agreements between neighbours in \(p_0,p_1,\dots,p_N\), which is the Sturm-sequence count for a tridiagonal matrix.

## (e) Signs without eigenvalues

**Find the signs of a pivot without diagonalizing even that small block.**

**Solution.** For a \(2\times2\) Hermitian block the determinant is the product of the eigenvalues and the trace is their sum. A negative determinant means one eigenvalue of each sign. A positive determinant means two equal signs, given by the sign of the trace.

A larger block is reduced by the elimination of part (b), now inside the block. If some diagonal entry is nonzero, reorder the states to bring it to the front and use it as \(P\). Reordering is a congruence with a permutation matrix and preserves inertia. If all diagonal entries vanish but some off-diagonal entry \(c\) does not, use

\[
P=\begin{pmatrix}0&c^*\\ c&0\end{pmatrix},\qquad \det P=-|c|^2<0,
\]

which contributes one sign of each kind. The process ends when nothing is left or when the remainder is zero, and the size of that remainder is \(n_0\). In numerical work the entries used as \(P\) should also be large enough to limit rounding errors, and a general \(2\times2\) block is then read by its determinant and trace.

## (f) A ladder of four slices

**A model ladder has two sites per slice, hopping \(-1.0\) eV along the legs and \(-0.4\) eV on the rungs. The site energies in slices 1 to 4 are \(0.0,0.3,-0.2,0.1\) eV on the upper leg and \(0.6,0.2,0.5,0.9\) eV on the lower leg. Count the levels below and above \(E=1.0\) eV.**

**Solution.** These are round model parameters and stand for no material. The off-diagonal entries of \(A\) have the opposite sign to the hoppings: \(+0.4\) eV inside a slice, and \(A_{k,k-1}=+1.0\) eV times the unit matrix. So, with energies in eV,

\[
D_k=A_{kk}-D_{k-1}^{-1},
\]

where the factor \(1\ \mathrm{eV}^2\) before the inverse is understood. The first pivot is

\[
D_1=\begin{pmatrix}1.0&0.4\\0.4&0.4\end{pmatrix},\qquad \det D_1=0.40-0.16=0.24 .
\]

Determinant and trace are positive, so \((n_+,n_-)=(2,0)\). Its inverse enters the second pivot:

\[
D_2=\begin{pmatrix}0.7&0.4\\0.4&0.8\end{pmatrix}
-\begin{pmatrix}1.6667&-1.6667\\-1.6667&4.1667\end{pmatrix}
=\begin{pmatrix}-0.9667&2.0667\\2.0667&-3.3667\end{pmatrix}.
\]

The determinant is \(3.2544-4.2711=-1.0167\), so the signs are \((1,1)\). Next,

\[
D_3=\begin{pmatrix}1.2&0.4\\0.4&0.5\end{pmatrix}
-\begin{pmatrix}3.3115&2.0328\\2.0328&0.9508\end{pmatrix}
=\begin{pmatrix}-2.1115&-1.6328\\-1.6328&-0.4508\end{pmatrix},
\]

with determinant \(0.9519-2.6660=-1.7141\) and signs \((1,1)\). Both diagonal entries are negative, yet one eigenvalue is positive: the diagonal alone does not decide. Finally,

\[
D_4=\begin{pmatrix}0.9&0.4\\0.4&0.1\end{pmatrix}
-\begin{pmatrix}0.2630&-0.9526\\-0.9526&1.2318\end{pmatrix}
=\begin{pmatrix}0.6370&1.3526\\1.3526&-1.1318\end{pmatrix},
\]

with determinant \(-2.55\) and signs \((1,1)\). The totals are

\[
2+1+1+1=5\ \text{levels below},\qquad 0+1+1+1=3\ \text{levels above }1.0\ \mathrm{eV}.
\]

Direct diagonalization, used here only as a reference, gives \(-1.829,-0.978,-0.737,0.215,0.473\) eV below and \(1.356,1.552,2.349\) eV above.

The second pivot illustrates part (d). Slice 2 by itself has the levels \(0.25\pm\sqrt{0.05^2+0.4^2}\) eV, that is \(-0.15\) and \(0.65\) eV, both below \(E\). Yet \(D_2\) has only one positive eigenvalue. The two coupled slices have levels at \(-1.154,-0.332,0.880\) and \(1.707\) eV: the coupling has pushed one level above \(E\), and the running sum records three below and one above.

## (g) When an intermediate pivot is singular

**Apply the recursion to the same ladder at \(E=0.8\) eV. What fails, how do the signs behave nearby, and how is the count recovered?**

**Solution.** Slice 1 alone has levels at \(-0.2\) and \(0.8\) eV, so \(D_1\) is singular at \(E=0.8\) eV and \(D_2\) does not exist. Nothing special happens to the ladder there: its nearest level is 0.327 eV away.

Put \(E=0.8+x\), in eV. The normalized eigenvectors of \(H_{11}\) are \(v=(1,-2)/\sqrt5\) for 0.8 eV and \(w=(2,1)/\sqrt5\) for \(-0.2\) eV. Hence

\[
D_1^{-1}=\frac{vv^\dagger}{x}+\frac{ww^\dagger}{1+x}.
\]

At \(x=0\) the block \(A_{22}\) has diagonal entries 0.5 and 0.6 and off-diagonal entries 0.4. Its elements are \(v^\dagger A_{22}v=0.26\), \(w^\dagger A_{22}w=0.84\) and \(v^\dagger A_{22}w=-0.28\). In the basis \((v,w)\), therefore,

\[
D_2=\begin{pmatrix}a&-0.28\\-0.28&c\end{pmatrix},\quad
a=0.26+x-\frac1x,\quad c=0.84+x-\frac1{1+x}.
\]

Eliminating \(a\) as in part (b) leaves \(c-0.28^2/a\), which tends to \(0.84-1=-0.16\) as \(x\to0\) from either side. Just below 0.8 eV, \(a\) is large and positive, and \(D_2\) has signs \((1,1)\). Just above, \(a\) is large and negative, and the signs are \((0,2)\). Meanwhile the eigenvalue \(x\) of \(D_1\) turns from negative to positive. One positive sign enters the first pivot as one leaves the second.

The later pivots pass smoothly through this energy. Since \(D_2^{-1}\to-ww^\dagger/0.16\) from both sides, \(D_3\) has the common limit

\[
\begin{pmatrix}1.0&0.4\\0.4&0.3\end{pmatrix}
+\begin{pmatrix}5.0&2.5\\2.5&1.25\end{pmatrix}
=\begin{pmatrix}6.0&2.9\\2.9&1.55\end{pmatrix},
\]

whose determinant 0.89 and trace are positive. With \(\delta=10^{-4}\) eV the values of \(n_+\) for \(D_1,\dots,D_4\) are

\[
E=0.8\ \mathrm{eV}-\delta:\ 1,1,2,1;\qquad E=0.8\ \mathrm{eV}+\delta:\ 2,0,2,1 .
\]

Both sums are 5. In general, the count at \(E+\delta\) minus the count at \(E-\delta\) is the number of levels in \([E-\delta,E+\delta)\). Equal counts thus prove that this interval is empty and that the count at \(E\) is the same. If the counts still differ however small \(\delta\) is made, \(E\) is itself a level. A very small \(\delta\) has a price: entries of order \(1/\delta\) appear in the next pivot, with rounding errors of order the machine precision divided by \(\delta\). Once these rival the smaller terms, here the \(-0.16\) eV, the computed signs are no longer guaranteed.

The other cure is to merge slices 1 and 2 into one slice of four states. Its block is invertible at 0.8 eV, since the nearest level of these two slices is 0.880 eV. The merged count is again 5. Should a merged block be singular too, more slices can be added to it.

## (h) Levels in a window, and one chosen level

**Find how many ladder levels lie in \([-1.0,1.0)\) eV, and locate the two levels that enclose 1.0 eV from counts alone.**

**Solution.** The count below \(-1.0\) eV is 1, so the window holds \(5-1=4\) levels.

To locate level \(m\), start from an interval that contains all levels. Let \(u\) be an eigenvector with level \(\varepsilon\) and \(u_i\) its component of largest modulus. Row \(i\) of \(Hu=\varepsilon u\) reads \((\varepsilon-H_{ii})u_i=\sum_{j\ne i}H_{ij}u_j\), so that

\[
|\varepsilon-H_{ii}|\le\sum_{j\ne i}|H_{ij}| .
\]

In slice 3 the right side is \(1.0+1.0+0.4=2.4\) eV. The site energies there give the outermost bounds, \(-0.2-2.4=-2.6\) eV and \(0.5+2.4=2.9\) eV.

Now count at the midpoint. If at least \(m\) levels lie below it, level \(m\) is in the lower half; otherwise it is in the upper half. Should a midpoint make an intermediate pivot singular, the count is recovered as in part (g). After 33 halvings the interval has shrunk from 5.5 eV to \(5.5/2^{33}\approx6\times10^{-10}\) eV. The results are

\[
\varepsilon_5=0.472574\ \mathrm{eV},\qquad \varepsilon_6=1.356122\ \mathrm{eV},
\]

a gap of 0.8835 eV around the counting energy. The digits describe the model matrix, not the accuracy of any physical prediction.

## (i) Overlapping basis states and open systems

**Extend the rule to a basis with a positive definite overlap matrix \(S\), and state what happens when leads are attached.**

**Solution.** The levels now obey \(Hc=\varepsilon Sc\). Write \(S=CC^\dagger\) with \(C\) invertible, which is possible because \(S\) is positive definite. Then

\[
ES-H=C\left[E-C^{-1}H(C^{-1})^\dagger\right]C^\dagger .
\]

With \(y=C^\dagger c\), multiplying \(Hc=\varepsilon CC^\dagger c\) by \(C^{-1}\) gives \(C^{-1}H(C^{-1})^\dagger y=\varepsilon y\). The bracket therefore has eigenvalues \(E-\varepsilon_i\), and by Sylvester's law \(ES-H\) has the same inertia. If \(S\) also couples only neighbouring slices, the rule of part (c) holds with \(A=ES-H\). The off-diagonal blocks \(ES_{k,k-1}-H_{k,k-1}\) now depend on energy.

This was tested on a random complex Hermitian matrix of size 16, cut into slices of 2, 4, 3, 5 and 2 states, at 41 energies with unit overlap and 41 with overlap between neighbouring slices. At all 82 energies every running sum agreed with direct diagonalization of the truncated system.

Leads replace \(H\) by \(H+\Sigma(E)\). Where the leads carry propagating states that couple to the system, the self-energy \(\Sigma\) has an anti-Hermitian part. Then \(A\) is not Hermitian, its eigenvalues need not be real, and the proof loses its first step; an added \(i\eta\) has the same effect. At an energy where \(\Sigma(E)\) is Hermitian, the pivots do have an inertia: it counts the eigenvalues of \(H+\Sigma(E)\) below \(E\), with \(\Sigma\) frozen at that energy. This count has a direct meaning. Taking \(P=E-H_{\rm lead}\) in part (b), the remaining block is \(E-H-\Sigma(E)\). If \(E\) lies below all levels of the detached leads, \(P\) has no positive sign, and the positive signs of the pivots number the bound states of system and leads together below \(E\). Leaving out the lead terms counts the levels of the closed system instead, which generally lie elsewhere. In either use \(A\) must be Hermitian, so \(i\eta\) is left out.

The full set of values for the ladder is in the numerical output.

## Table of computed values

```
Model ladder, 4 slices x 2 sites, energies in eV
leg hopping -1.0 eV, rung hopping -0.4 eV
site energies, upper leg (eV): [0.0, 0.3, -0.2, 0.1]
site energies, lower leg (eV): [0.6, 0.2, 0.5, 0.9]
counting energy E = 1.0 eV
D1 (eV): 11 1.0000, 12 0.4000, 22 0.4000
  det 0.2400 eV^2, trace 1.4000 eV, n+ 2, n- 0
  inverse (1/eV): 11 1.6667, 12 -1.6667, 22 4.1667
  running sums: below 2, above 0
  truncated levels, reference (eV): -0.2000 0.8000
D2 (eV): 11 -0.9667, 12 2.0667, 22 -3.3667
  det -1.0167 eV^2, trace -4.3333 eV, n+ 1, n- 1
  inverse (1/eV): 11 3.3115, 12 2.0328, 22 0.9508
  running sums: below 3, above 1
  truncated levels, reference (eV): -1.1542 -0.3323 0.8797 1.7069
D3 (eV): 11 -2.1115, 12 -1.6328, 22 -0.4508
  det -1.7141 eV^2, trace -2.5623 eV, n+ 1, n- 1
  inverse (1/eV): 11 0.2630, 12 -0.9526, 22 1.2318
  running sums: below 4, above 2
  truncated levels, reference (eV): -1.6132 -0.7733 -0.2879 0.7402 1.2485 2.0857
D4 (eV): 11 0.6370, 12 1.3526, 22 -1.1318
  det -2.5504 eV^2, trace -0.4948 eV, n+ 1, n- 1
  inverse (1/eV): 11 0.4438, 12 0.5303, 22 -0.2498
  running sums: below 5, above 3
  truncated levels, reference (eV): -1.8291 -0.9781 -0.7372 0.2151 0.4726 1.3561 1.5517 2.3490
levels below E: 5, above E: 3
levels of slice 1 alone (eV): -0.2000 0.8000
distance from 0.8 eV to nearest ladder level: 0.3274 eV
shift delta = 1e-04 eV
n+ of D1..D4 at 0.8 eV - delta: [1, 1, 2, 1], sum 5
n+ of D1..D4 at 0.8 eV + delta: [2, 0, 2, 1], sum 5
count at 0.8 eV with slices 1 and 2 merged: 5
levels below -1.0 eV: 1; in window [-1.0, 1.0) eV: 4
start interval for bisection: -2.60 to 2.90 eV
level 5 by bisection: 0.472574 eV (33 halvings)
level 6 by bisection: 1.356122 eV (33 halvings)
all ladder levels, reference (eV): -1.8291 -0.9781 -0.7372 0.2151 0.4726 1.3561 1.5517 2.3490
random-system energies tested: 82, matrix size 16
```
